# Linear plasmon of an electron sheet near a metal gate

## Question

A very thin sheet of mobile electrons lies in the plane $z=d$, above an ideal metal gate at $z=0$. The spacer between them has relative permittivity $\varepsilon_b$, and a thick dielectric of relative permittivity $\varepsilon_t$ fills the region above the sheet. The electrons have areal density $n$, charge $-e$ and isotropic band mass $m$. They are free to move in the plane only.

A weak disturbance varies as $\exp(iqx-i\omega t)$, with real $q>0$. SI equations are used. In parts (a) to (c), treat the electrons as a cold classical charged fluid: neglect collisions, pressure, exchange and correlation. Neglect retardation throughout.

For numerical work take $n=10^{12}\ \mathrm{cm^{-2}}$, $m=0.5$ free-electron masses, $d=10$ nm and $\varepsilon_b=\varepsilon_t=4$.

## (a) Potential of a charge wave

**Find the potential at the sheet when its disturbance has charge per area $\sigma$.**

**Answer.** Away from the sheet there is no disturbed charge, so Laplace's equation gives

$$\frac{d^2\phi}{dz^2}=q^2\phi .$$

The potential must vanish at the gate, decay far above the sheet, and be continuous at $z=d$. Writing $\phi_s$ for its value there,

$$\phi(z)=\phi_s\frac{\sinh qz}{\sinh qd}\quad(0<z<d),\qquad
\phi(z)=\phi_s e^{-q(z-d)}\quad(z>d).$$

The normal displacement is $D_z=-\varepsilon\varepsilon_0\,d\phi/dz$. Just above and just below the sheet it is

$$D_z^+=\varepsilon_t\varepsilon_0q\phi_s,\qquad
D_z^-=-\varepsilon_b\varepsilon_0q\phi_s\coth qd .$$

Gauss's law requires $D_z^+-D_z^-=\sigma$. Therefore

$$\phi_s=\frac{\sigma}{\varepsilon_0q\,[\varepsilon_t+\varepsilon_b\coth(qd)]}.$$

The gate enters through the hyperbolic cotangent. When $qd$ is small, $\coth(qd)$ is large and the potential is strongly reduced: the opposite charge induced on the gate screens the wave.

## (b) Equation of motion and dispersion

**Obtain the frequency for arbitrary $qd$, and its limit for a distant gate.**

**Answer.** Let the disturbed density be $n+n_1$ and the velocity along $x$ be $v$. The uniform charge produces a field normal to the sheet, which does not push electrons along it. To first order in the disturbance, conservation of particles reads

$$-i\omega n_1+iqnv=0,\qquad\text{so}\qquad n_1=\frac{nq}{\omega}v .$$

The in-plane electric field is $-iq\phi_s$. Multiplication by the charge $-e$ gives the force $+iqe\phi_s$, hence

$$-i\omega mv=iqe\phi_s,\qquad\text{so}\qquad v=-\frac{qe}{m\omega}\phi_s .$$

Substitute this velocity into the density and use $\sigma=-en_1$:

$$n_1=-\frac{neq^2}{m\omega^2}\phi_s,\qquad
\sigma=\frac{ne^2q^2}{m\omega^2}\phi_s .$$

The two minus signs cancel. Inserting this $\sigma$ in the result of part (a) and dividing by $\phi_s\neq0$ gives

$$\omega^2=\frac{ne^2q}{m\varepsilon_0[\varepsilon_t+\varepsilon_b\coth(qd)]}.$$

For a distant gate, $qd\gg1$ and $\coth(qd)\to1$. Then

$$\omega\to\left[\frac{ne^2q}{m\varepsilon_0(\varepsilon_t+\varepsilon_b)}\right]^{1/2},$$

which rises as $\sqrt q$, not linearly. The gate is near or far in comparison with $1/q$, so within the fluid model the same sheet follows both laws at different wavelengths. In the numerical example, however, $qd=3$ means a wavelength of 21 nm, only about twice the mean electron spacing $1/\sqrt n=10$ nm, where a smooth fluid is a doubtful picture. A thicker spacer brings the square-root law to longer, safer wavelengths.

## (c) The long-wave velocity

**Show that the plasmon becomes linear at long wavelength. Find its velocity, the first two corrections in $qd$, and their effect at $qd=0.1$.**

**Answer.** Define $x=qd$, $r=\varepsilon_t/\varepsilon_b$ and

$$s=\left(\frac{ne^2d}{m\varepsilon_b\varepsilon_0}\right)^{1/2}.$$

Taking $\varepsilon_b$ out of the bracket in part (b), and using $q=q^2d/x$, gives

$$\frac{\omega^2}{s^2q^2}=\frac{1}{x(r+\coth x)}=\frac{1}{rx+x\coth x}.$$

At small $x$, $x\coth x=1+x^2/3+O(x^4)$. With $u=rx+x^2/3$, the expansion $(1+u)^{-1/2}=1-u/2+3u^2/8+\cdots$ yields

$$\frac{\omega}{sq}=1-\frac{r}{2}x+\left(\frac{3r^2}{8}-\frac16\right)x^2+O(x^3).$$

Thus $\omega=sq$ when both $x\ll1$ and $rx\ll1$. The second condition matters if the upper dielectric has a much larger permittivity than the spacer.

The reason for the linear law is visible in real space. In this limit $\phi_s=\sigma d/(\varepsilon_b\varepsilon_0)$: the potential depends on the charge at the same place, as in a parallel-plate capacitor. Continuity and Newton's law become

$$\frac{\partial n_1}{\partial t}=-n\frac{\partial v}{\partial x},\qquad
m\frac{\partial v}{\partial t}=-\frac{e^2d}{\varepsilon_b\varepsilon_0}\frac{\partial n_1}{\partial x}.$$

In these two equations $x$ is position. Differentiating the first in time and inserting the second gives

$$\frac{\partial^2n_1}{\partial t^2}=s^2\frac{\partial^2n_1}{\partial x^2},$$

a wave equation with one velocity for all long waves.

For the numbers, suppose that the gate supplies the whole electron density. The spacer field is then $F=ne/(\varepsilon_b\varepsilon_0)=0.452$ MV/cm, and the voltage across 10 nm is $V=Fd=0.452$ V. The definition of $s$ becomes $ms^2=eV$, so

$$s=\sqrt{\frac{eV}{m}}
=\sqrt{\frac{(1.602\times10^{-19})(0.4524)}{0.5(9.109\times10^{-31})}}
=3.99\times10^5\ \mathrm{m/s}.$$

The requested long-wave velocity is therefore about $4.0\times10^5$ m/s.

At $x=0.1$ the wave number is $0.01\ \mathrm{nm^{-1}}$ and the wavelength is 628 nm. With $r=1$, the linear correction is $-5.0\%$ and the quadratic one is $+0.2\%$. The full dispersion gives a phase velocity of $3.80\times10^5$ m/s, $4.8\%$ below $s$, and a frequency $\omega/2\pi=0.604$ THz. With air above the sheet and everything else fixed, $r=1/4$ and the phase velocity is $3.93\times10^5$ m/s. The upper medium changes the approach to the linear limit, but not $s$ itself.

## (d) Collisions

**Add a friction force $-mv/\tau$. When does the disturbance oscillate? Compare mobilities of 5000 and 50 $\mathrm{cm^2/Vs}$ at $qd=0.1$.**

**Answer.** Call the frequency without collisions $\Omega$. Friction replaces $-i\omega mv$ by $-i(\omega+i/\tau)mv$, while continuity is unchanged. One factor of $\omega$ in $\omega^2=\Omega^2$ is therefore replaced:

$$\omega\left(\omega+\frac{i}{\tau}\right)=\Omega^2,\qquad
\omega=-\frac{i}{2\tau}\pm\sqrt{\Omega^2-\frac{1}{4\tau^2}} .$$

The disturbance oscillates if $\Omega\tau>1/2$, with an amplitude that decays as $e^{-t/2\tau}$. Since the mobility is $\mu=e\tau/m$, this condition is

$$\mu>\frac{e}{2m\Omega}=463\ \mathrm{cm^2/Vs}$$

at the chosen wavelength.

For $\mu=5000\ \mathrm{cm^2/Vs}$, $\tau=m\mu/e=1.42$ ps and $\Omega\tau=5.4$. Damping lowers the frequency only from 0.604 to 0.602 THz. The amplitude nevertheless falls by a factor $e$ in $2\tau=2.84$ ps, which is about 1.7 periods. The wave exists, but it is short-lived.

For $\mu=50\ \mathrm{cm^2/Vs}$, $\Omega\tau=0.054$ and both roots are imaginary. Expanding the square root for $\Omega\tau\ll1$ gives the slower root

$$\omega\simeq-i\Omega^2\tau\simeq-is^2\tau q^2 ,$$

where the last form also uses the long-wave limit. This is diffusion of charge with diffusion constant $s^2\tau$, not a propagating plasmon.

Collisions also limit the linear law from below. With $\Omega=sq$, oscillation starts at $q=1/(2s\tau)$, and $\mathrm{Re}\,\omega$ is close to $sq$ only well above this value. The useful range is

$$\frac{1}{2s\tau}\ll q\ll\frac1d ,$$

together with $rqd\ll1$. At the higher mobility the lower edge is $qd=0.009$. The two edges are then about two decades apart, and $qd=0.1$ lies about one decade from each. Even so, the linear law is only approximate here: with damping and the finite-$qd$ correction together, $\mathrm{Re}\,\omega$ comes no closer to $sq$ than about 4%.

## (e) Thermal and Fermi motion

**Find the leading effect of the electrons' random velocities on the long-wave velocity, without collisions. Evaluate it at 4 K and 300 K for a spin-valley degeneracy $g=4$.**

**Answer.** Let $f_0(v_x)$ be the equilibrium distribution of the velocity component along the wave, with $\int f_0\,dv_x=n$. The linearized collisionless kinetic equation is

$$-i(\omega-qv_x)f_1+\frac{iqe\phi_s}{m}\frac{df_0}{dv_x}=0 .$$

Solve for $f_1$, put $u=\omega/q$, and integrate over velocity:

$$n_1=\frac{e\phi_s}{m}\int\frac{df_0/dv_x}{u-v_x}\,dv_x
=-\frac{e\phi_s}{m}\int\frac{f_0}{(u-v_x)^2}\,dv_x .$$

The last step is an integration by parts, valid when $f_0$ is negligible near $v_x=u$. Insert $\phi_s=-en_1d/(\varepsilon_b\varepsilon_0)$ and denote the average over electrons by angle brackets:

$$1=s^2\left\langle\frac{1}{(u-v_x)^2}\right\rangle
=\frac{s^2}{u^2}\left(1+\frac{3\langle v_x^2\rangle}{u^2}+\cdots\right).$$

The term linear in $v_x$ averages to zero. To leading order $u^2$ may be replaced by $s^2$ inside the bracket, so

$$u^2\simeq s^2+3\langle v_x^2\rangle,\qquad
\frac{u-s}{s}\simeq\frac{3\langle v_x^2\rangle}{2s^2}.$$

At zero temperature the electrons fill a disc in wave-vector space. Counting states gives $n=g\pi k_F^2/(2\pi)^2$, hence $k_F=\sqrt{4\pi n/g}$ and $v_F=\hbar k_F/m=4.10\times10^4$ m/s. The disc average of $v^2$ is $v_F^2/2$, half of which belongs to $v_x$. Thus $\langle v_x^2\rangle=v_F^2/4$, and the velocity rises by $0.40\%$.

At finite temperature, $\langle v_x^2\rangle$ follows from a numerical integral over the Fermi distribution at fixed density. The leading-order rise is $0.42\%$ at 4 K and $8.8\%$ at 300 K. At 300 K the higher terms are noticeable: solving the kinetic equation without expanding in $v_x/u$ gives about $9.7\%$, with a weak Landau damping rate of about $0.1\%$ of the frequency. The Fermi energy is 2.39 meV, while $k_BT$ is 0.34 meV and 25.9 meV respectively. The warm electrons are therefore almost classical, with $\langle v_x^2\rangle$ near $k_BT/m$. The 300 K figure applies to a hypothetical sheet with few collisions; it does not rescue the overdamped case of part (d).

## (f) Exchange and correlation

**Estimate how electron interactions beyond the average potential change $s$.**

**Answer.** Suppose that these interactions add an energy per electron $U=Cn^{1/2}$. The added energy per area is $w=Cn^{3/2}$, and the added chemical potential is $dw/dn$. Its gradient gives an extra force $-(d^2w/dn^2)\,\partial n_1/\partial x$. Comparison with the force in part (c) shows that

$$m\,\delta(s^2)=n\frac{d^2w}{dn^2}
=n\left(\frac34Cn^{-1/2}\right)=\frac34U .$$

Negative $U$ makes the sheet easier to compress and slows the wave. This formula uses the compressibility alone, as for a fluid in local equilibrium. Without collisions the wave compresses the electrons along $x$ only, as in part (e). A stretch by a factor $\lambda$ along $x$ multiplies the Coulomb energy of a pair at angle $\theta$ by $(\lambda^2\cos^2\theta+\sin^2\theta)^{-1/2}$. The second derivative at $\lambda=1$, averaged over angle, is $\langle 3\cos^4\theta-\cos^2\theta\rangle=5/8$, so resistance to shear replaces $\tfrac34U$ by $\tfrac58U$ for a Coulomb energy.

**Exchange scale.** For one spin-valley species, the density matrix of a filled disc is

$$\rho(R)=\int_{k<k_F}\frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\mathbf R}
=\frac{k_FJ_1(k_FR)}{2\pi R}.$$

Antisymmetry removes $|\rho|^2$ from the pair density of like electrons. Dividing by the species density $n/g=k_F^2/4\pi$ gives the missing density around one electron, $(n/g)[2J_1(k_FR)/(k_FR)]^2$. Half its Coulomb energy is the exchange energy per electron. With $y=k_FR$ and $\varepsilon=\varepsilon_b\varepsilon_0$,

$$U_x=-\frac{e^2k_F}{4\pi\varepsilon}\int_0^\infty\frac{J_1(y)^2}{y^2}\,dy
=-\frac{4}{3\pi}\frac{e^2k_F}{4\pi\varepsilon}=-27.1\ \mathrm{meV},$$

since the integral is $4/(3\pi)$. Here $ms^2=452$ meV, so

$$\frac{\delta s}{s}=\sqrt{1-\frac{0.75(27.1)}{452}}-1=-2.3\%.$$

This estimate uses the equal permittivities of the example and neglects the gate's effect on exchange. Including the image charges of the other electrons (an electron's own image adds only a constant, $-9.0$ meV) reduces the size of $U_x$ to 19.7 meV, but most of that change is a constant energy per electron, which adds no stiffness. The velocity shift becomes $-2.2\%$. Both figures omit shear; in the collisionless limit the exchange shift is about $-1.9\%$.

**Correlation scale.** The mean electron spacing is large in units of the effective Bohr radius $a_B=4\pi\varepsilon\hbar^2/(me^2)$: the ratio $r_s=1/(a_B\sqrt{\pi n})$ is 13.3. Exchange alone is then a doubtful guide. As a second scale, place classical point electrons at rest on a triangular lattice. A direct sum over the electrons and their gate images, minus the energy of a uniform charged sheet, gives

$$U_{\rm lat}=-1.96\,\frac{e^2\sqrt n}{4\pi\varepsilon}=-70.6\ \mathrm{meV}.$$

The sum includes each electron's attraction to its own image. The images lie $2d=20$ nm away, almost two lattice spacings, and at that distance their lattice acts on an electron almost as a uniform sheet does. Subtracting the uniform-sheet energy therefore removes nearly all effect of the gate, and $U_{\rm lat}$ varies as $\sqrt n$, as the formula for $\delta(s^2)$ requires. The same formula for $\delta s/s$ now gives $-6.0\%$.

The two shifts are alternatives and must not be added. Neither is a bound. The lattice estimate omits zero-point motion and resistance to shear (for the static lattice, including shear changes $-6.0\%$ to $-5.0\%$), and the real state at this density need not be a crystal. They indicate that the mean-field velocity may be a few per cent too high, a larger uncertainty than that from Fermi motion at 4 K.

## (g) Use for a real channel

**Relate the model to a monolayer semiconductor transistor, and identify the assumption most likely to fail.**

**Answer.** The parameters are roughly those of an n-type monolayer $\mathrm{MoS_2}$ channel on an oxide or layered insulator. A mass near half the free-electron mass and a spacer permittivity near 4 are reasonable rough values. The density is modest for a transistor. The mobility of 5000 $\mathrm{cm^2/Vs}$ at 4 K is an optimistic assumption, far above that of an ordinary device, while tens of $\mathrm{cm^2/Vs}$ is a rough room-temperature scale. The neglect of collisions is thus the assumption that such devices break most severely: at 50 $\mathrm{cm^2/Vs}$ and $qd=0.1$ the model has no oscillation whose velocity could be corrected.

Other effects are smaller for this example:

- **Channel thickness.** If the electron charge is centred 0.3 nm farther from the gate, with the same permittivity in the added gap, $d$ grows by 3% and $s$ by $1.5\%$.
- **Anisotropic dielectric.** Let the permittivity be $\varepsilon_\parallel$ in the plane and $\varepsilon_z$ normal to it. Laplace's equation then gives a decay constant $\kappa=q\sqrt{\varepsilon_\parallel/\varepsilon_z}$. The spacer term $q\varepsilon_b\coth(qd)$ of part (a) becomes $\varepsilon_z\kappa\coth(\kappa d)$, which tends to $\varepsilon_z/d$ at long wavelength; only the normal permittivity enters $s$. With $\varepsilon_\parallel=7$ and $\varepsilon_z=4$ on both sides, the velocity at $qd=0.1$ is $1.5\%$ below the isotropic result.
- **Polarizability of the monolayer.** The sheet's own in-plane polarizability adds a term $2r_0q$ to the bracket of part (a). For a rough screening length $r_0=4$ nm it lowers the velocity at $qd=0.1$ by only about $0.1\%$ and leaves $s$ unchanged, but it weakens the interaction at short range: the exchange estimate with the gate changes from $-2.2\%$ to $-1.7\%$.
- **Spin splitting.** A conduction-band splitting of a few meV, a rough value for this material, is comparable with the Fermi energy. At zero temperature, a splitting above 4.8 meV would leave two species occupied instead of four; $v_F^2$ then doubles and the Fermi-motion shift becomes about $0.8\%$. A smaller splitting gives a shift between $0.4\%$ and $0.8\%$.
- **Breakdown and leakage.** The field of 0.45 MV/cm is well below a rough breakdown scale of 10 MV/cm for a good thin insulator. For an assumed barrier of 3 eV and barrier mass of 0.5 free-electron masses, the tunnelling factor is about $e^{-121}$. Direct tunnelling is negligible in this model; leakage through defects is not included.
- **Retardation.** The ratio of $s$ to the speed of light in the dielectric is 0.003. Its square measures the correction to the field equation, so the electrostatic treatment is adequate.

The value $4.0\times10^5$ m/s is therefore a long-wave, mean-field velocity for a clean sheet. A measurement at finite $q$ should be compared with the full dispersion, including damping, before a difference is assigned to mass or permittivity.

Numerical values quoted here were computed with a short program.
